# Minimum silicon–hydrogen hopping that clears a band gap

A silicon dangling orbital sits 0.4 eV above the valence edge of a 1.1 eV gap. A hydrogen orbital lies 2 eV below the same edge. Coupling them with a hopping of 1 eV, almost the width of the gap, gives levels at −2.362 and 0.762 eV. The upper one is still inside the gap. Why is so large a hopping insufficient, and how much is needed?

## 1. Two orbitals at midgap

Let the valence and conduction edges be $E_v$ and $E_c$, with $E_g=E_c-E_v$. Only one orbital on each atom is kept: the silicon hybrid that points out of the surface, and hydrogen 1s. They are taken as orthonormal, electron repulsion enters only through fixed orbital energies, and the band edges do not move.

Suppose first that both orbitals have the midgap energy $C=(E_v+E_c)/2$. The Hamiltonian is

$$H=\begin{pmatrix} C & t\\ t & C\end{pmatrix},$$

where $t$ is the real hopping. Acting on $(1,1)/\sqrt2$ and $(1,-1)/\sqrt2$, it gives $C+t$ and $C-t$. The levels therefore lie at $C\pm|t|$. The sign of $t$ depends on the chosen orbital phases and only decides which combination is lower.

Both levels leave the gap when $|t|>E_g/2$, which is 0.550 eV here. Each silicon and hydrogen atom supplies one electron, so the pair fills the lower, bonding level and leaves the antibonding level empty.

## 2. Unequal orbital energies

Now let the dangling orbital have energy $e_d$ and the hydrogen orbital $e_H$:

$$H=\begin{pmatrix} e_d & t\\ t & e_H\end{pmatrix}.$$

A nonzero solution of $(H-E)a=0$ requires a vanishing determinant:

$$p(E)=(E-e_d)(E-e_H)-t^2=0. \tag{1}$$

Expanding gives $E^2-(e_d+e_H)E+e_de_H-t^2=0$. The quarter-discriminant is

$$\frac{(e_d+e_H)^2}{4}-e_de_H+t^2=\frac{(e_d-e_H)^2}{4}+t^2,$$

so that

$$E_\pm=\frac{e_d+e_H}{2}\pm\sqrt{\left(\frac{e_d-e_H}{2}\right)^2+t^2}. \tag{2}$$

For $e_d=e_H=C$ this returns $C\pm|t|$.

The opening numbers follow from (1). Write the antibonding level as $e_d+x$. Then $x(x+e_d-e_H)=t^2$, or

$$x=\frac{t^2}{x+e_d-e_H}.$$

The orbital separation, 2.4 eV, stands in the denominator. With $t=1$ eV the upward shift is $x=0.362$ eV, and indeed $0.362\times2.762\approx1.00$. The sum of the levels is fixed at $e_d+e_H$, so the bonding level falls by the same 0.362 eV. The dangling level needed a rise of 0.7 eV to reach the conduction edge.

## 3. The condition on the hopping

Assume that the dangling orbital starts in the gap, $E_v<e_d<E_c$. No restriction is placed on $e_H$.

The square root in (2) is at least $|e_d-e_H|/2$. Hence $E_-\le e_d\le E_+$. The two levels cannot both lie below the gap, because $E_+\ge e_d>E_v$. Nor can both lie above it, because $E_-\le e_d<E_c$. "Both outside" therefore means

$$E_-<E_v\quad\text{and}\quad E_+>E_c.$$

The function $p(E)=(E-E_-)(E-E_+)$ is an upward parabola, negative only between its roots. If the levels enclose the gap, both edges lie between the roots, so $p(E_v)<0$ and $p(E_c)<0$. Conversely, if $p$ is negative at both edges, both edges lie between the roots, and the levels enclose the gap. The two requirements are equivalent.

Inserting the edges in (1) gives

$$t^2>P_v=(e_d-E_v)(e_H-E_v),$$

$$t^2>P_c=(E_c-e_d)(E_c-e_H).$$

In $P_c$ both factors of (1) have changed sign, which leaves the product unchanged. Both inequalities must hold, so the threshold is

$$\boxed{t_{\min}=\sqrt{\max(P_v,P_c)}},\qquad |t|>t_{\min}. \tag{3}$$

At $|t|=t_{\min}$ a level lies on an edge. Strict clearance needs a larger hopping.

The root is always real under the stated assumption. If $e_H\le E_v$, both factors of $P_c$ are positive. If $e_H>E_v$, both factors of $P_v$ are positive. A negative product means that its inequality is already satisfied.

In the midgap limit $P_v=P_c=(E_g/2)^2$, and the result of section 1 returns. As a wider test, thresholds were located by repeated diagonalization for 200 random cases, with gaps of 0.3 to 4 eV, $e_d$ between 5 and 95 per cent of the way across the gap, and $e_H$ between −8 and 8 eV. The largest absolute difference from (3) was about $3\times10^{-15}$ eV.

## 4. Which level is the obstacle?

Let $M=(e_d+e_H)/2$ and $\delta=(e_d-e_H)/2$, so that $e_d=M+\delta$ and $e_H=M-\delta$. For any energy $E$,

$$(e_d-E)(e_H-E)=(M-E)^2-\delta^2.$$

Measure the mean from midgap, $m=M-C$. Since $E_v=C-E_g/2$ and $E_c=C+E_g/2$,

$$P_v=\left(m+\tfrac{E_g}{2}\right)^2-\delta^2,\qquad P_c=\left(m-\tfrac{E_g}{2}\right)^2-\delta^2.$$

The larger square is the one in which the two terms add in magnitude. Therefore

$$t_{\min}^2=\left(\frac{E_g}{2}+|m|\right)^2-\delta^2. \tag{4}$$

Because the levels are symmetric about $M$, a mean below midgap leaves the antibonding level as the last to escape. A mean above midgap leaves the bonding level.

Two limits show how hydrogen's energy matters. For very deep hydrogen, the shift formula of section 2 becomes $x\approx t^2/(e_d-e_H)$. Setting $x=E_c-e_d$ gives $t^2\approx(E_c-e_d)(e_d-e_H)$. This agrees with $P_c$ at leading order, since $(E_c-e_H)/(e_d-e_H)\to1$. The required hopping then grows as the square root of the depth.

For the opposite question, hold $e_d$ and the gap fixed and seek the most favourable $e_H$. $P_v$ rises linearly with $e_H$, while $P_c$ falls linearly. Their maximum is smallest where they cross. Since $P_v-P_c=2E_gm$, this occurs at $m=0$:

$$e_H=E_v+E_c-e_d,\qquad t_{\min}=\sqrt{(e_d-E_v)(E_c-e_d)}. \tag{5}$$

If $e_d$ is itself at midgap, (5) again gives $E_g/2$.

## 5. Numbers for the example

Take $E_v=0$, $E_c=1.1$, $e_d=0.4$ and $e_H=-2$ eV. Then

$$P_v=0.4\times(-2)=-0.8\ \mathrm{eV^2},$$

$$P_c=(1.1-0.4)(1.1+2)=0.7\times3.1=2.17\ \mathrm{eV^2},$$

$$t_{\min}=\sqrt{2.17}\ \mathrm{eV}=1.473\ \mathrm{eV}.$$

The bonding level never obstructs, because it starts below the valence edge. At threshold the levels are −2.700 and 1.100 eV. At 4 eV they are −4.976 and 3.376 eV.

With the gap and $e_d$ held fixed, moving $e_H$ changes the threshold as follows:

- $e_H=-4$ eV: 1.889 eV.
- $e_H=0$: 0.877 eV.
- $e_H=0.7$ eV, the optimum from (5): 0.529 eV.
- $e_H=1$ eV: 0.632 eV, now set by the bonding level.

The optimum is slightly below the 0.550 eV needed by two midgap orbitals, because the two orbitals start at equal distances on opposite sides of midgap: in (4), $m=0$ while $\delta^2$ is subtracted. Opposite sides alone are not enough, as the case $e_H=1$ eV shows.

The assumption that $e_d$ starts in the gap cannot be dropped. Put $e_d=-0.5$ and $e_H=-0.6$ eV, with the same edges. At $t=0$ both levels are outside, below the gap. At 1 eV the upper one is inside; at 2 eV it has passed out through the top. The gap is clear for hoppings below $\sqrt{P_v}=0.548$ eV and again above $\sqrt{P_c}=1.649$ eV. Exceeding (3) still clears the gap here, but it is no longer necessary.

## 6. Attaching the orbital to a solid

A real dangling orbital is also coupled to the silicon behind it. A solvable estimate is a semi-infinite chain. Orbital 0 is the dangling hybrid. Orbital 1 is another hybrid on the same atom, coupled to it by $V_1$. Orbital 2 is on the next atom, coupled to orbital 1 by the bond hopping $V_2>V_1>0$. The pattern then repeats.

Measure energy from midgap, $w=E-C$, and let $a_n$ be the amplitudes. First give every silicon orbital the energy $C$. With hydrogen amplitude $a_H$, the equation at orbital 0 is $wa_0=ta_H+V_1a_1$. Define the response $X(w)$ of the chain end by

$$Xa_0=ta_H.$$

Orbital 2 begins an identical chain, driven by orbital 1, so $Xa_2=V_2a_1$. The equation at orbital 1 is

$$wa_1=V_1a_0+V_2a_2=V_1a_0+\frac{V_2^2}{X}a_1.$$

Solving for $a_1/a_0$ and using $X=w-V_1a_1/a_0$ gives

$$X=w-\frac{V_1^2X}{wX-V_2^2}.$$

Multiplying by the denominator and collecting terms,

$$wX^2-bX+wV_2^2=0,\qquad b=w^2+V_2^2-V_1^2. \tag{6}$$

Its discriminant factorizes:

$$b^2-4w^2V_2^2=[(V_2-w)^2-V_1^2][(V_2+w)^2-V_1^2].$$

It is positive for $|w|<V_2-V_1$ and vanishes at the band edges, so $E_g=2(V_2-V_1)$. The required root is

$$X=\frac{b-\sqrt{b^2-4w^2V_2^2}}{2w},$$

with $X(0)=0$ by continuity. To see that it describes a decaying state, note that the equations above give $a_2/a_0=V_1V_2/(wX-V_2^2)$. The two roots of (6) give ratios whose product is 1, so one decays and the other grows. Near $w=0$ the chosen root gives $-V_1/V_2$, which decays. The ratios can reach unit magnitude only when they coincide, at an edge, so the choice holds throughout the gap. At the upper edge the double root is $X=V_2$; at the lower edge it is $-V_2$.

To place the surface level at $e_d$, shift the energy of orbital 0 by $s$. Its equation becomes $(X-s)a_0=ta_H$. Without hydrogen the right side is zero, so $s=X(w_d)$, where $w_d=e_d-C$. Hydrogen obeys $(E-e_H)a_H=ta_0$. Eliminating the amplitudes gives

$$(X-s)(E-e_H)=t^2. \tag{7}$$

First-order perturbation theory says that a small change $ds$ moves the normalized bound state by $dw=Z\,ds$, where $Z=|a_0|^2$ is its weight on the end orbital. Since $s=X(w)$ for that state, $Z=1/X'(w)$. Thus $X$ rises throughout the gap.

For $e_H<E_v$, write (7) as $X-s=t^2/(E-e_H)$. The left side rises with $E$ and the positive right side falls. In the example the left side is negative at the lower edge. There is one gap state if the left side exceeds the right at $E_c$, and none if it is smaller. The threshold is

$$t_{\rm chain}=\sqrt{(E_c-e_H)(V_2-s)}. \tag{8}$$

Choose $V_1=1.95$ and $V_2=2.50$ eV, which reproduce the 1.1 eV gap. With $w_d=-0.15$ eV, (6) gives $s=-0.389$ eV, and

$$t_{\rm chain}=\sqrt{3.1\times(2.50+0.389)}\ \mathrm{eV}=2.99\ \mathrm{eV}.$$

This is 2.03 times the two-level value. The increase has two parts. The gap state has weight $Z=0.374$ on the end orbital, so its coupling to hydrogen is only $t\sqrt Z$. That alone raises the threshold to $1.473/\sqrt{0.374}\approx2.41$ eV. Restoring the coupling between hydrogen and the band states raises it to 2.99 eV. This is a net effect. In the eigenstates of the bare chain, with energies $\epsilon_n$ and end weights $Z_n$, the threshold obeys $E_c-e_H=t^2\sum_n Z_n/(E_c-\epsilon_n)$. Valence states add positive terms and lower the threshold; conduction states add negative terms and raise it, and here they prevail.

Diagonalizing a chain of 1201 silicon orbitals plus hydrogen tests (8): one gap state remains at a hopping 2 per cent below the predicted threshold, and none remains 2 per cent above it. None remains at 4 eV either.

## 7. Other corrections and real silicon

**Overlap.** Let the two orbitals overlap by $S$, and write their Hamiltonian element as $-b_H$, with energy zero at $E_v$. The determinant condition becomes

$$(e_d-E)(e_H-E)-(b_H+ES)^2=0.$$

Its left side is still an upward parabola for $|S|<1$, and is not positive at $e_d$. The argument of section 3 therefore survives. At $E_c$ it requires $b_H>\sqrt{P_c}-E_cS$. For $S=0.4$ this is $1.473-0.44=1.033$ eV. The number must not be compared directly with $t$: with overlap, the off-diagonal element depends on the energy zero.

**Temperature.** If the gap shrinks to 0.9 eV, roughly silicon's value near 900 K, while $e_d$ and $e_H$ stay fixed relative to $E_v$, the two-level threshold falls to 1.204 eV. This shows only the trend, since hydrogen does not stay long on a silicon surface in vacuum at that temperature.

**Level shifts.** Electron repulsion can move $e_d$. Lowering it by 0.2 eV raises the threshold to 1.670 eV; raising it by 0.2 eV reduces the threshold to 1.245 eV. Neighbouring dangling orbitals have a similar effect. In a closed row with lateral hopping $u$, waves of phase step $k$ have energy $e_d+2u\cos k$, and each couples to the matching hydrogen wave. For $u=0.1$ eV the lowest wave lies 0.2 eV below $e_d$. A row of 40 pairs accordingly has the threshold 1.670 eV.

**The real surface.** The gap of 1.1 eV is a rough room-temperature value for silicon. A silicon–hydrogen hopping of several eV is only an order of magnitude: both the hopping and the offset $e_H$ depend on how the orbitals are defined, and section 5 shows how strongly the threshold varies with $e_H$. Treating the dangling level as isolated is another strong assumption: in the example, the chain doubles the threshold. That factor is not fixed even within the chain, and it bounds the value for silicon neither from above nor from below. The chain's valence band is $2V_1=3.9$ eV wide, against roughly 12 eV in silicon. Matching that width and the gap would need $V_1\approx6$ and $V_2\approx6.55$ eV. Since $s<0$ for a level below midgap, (8) would then demand more than $\sqrt{3.1\times6.55}\approx4.5$ eV, and a hopping of 4 eV would fail in that chain. The wider fit is not more realistic, however: 6 eV is far above the coupling between $sp^3$ hybrids on one silicon atom, $(\epsilon_p-\epsilon_s)/4$, which is under 2 eV. A chain can be fitted to both the gap and the width, but it still lacks the band structure of a three-dimensional crystal, so neither chain threshold is a prediction for silicon. Hydrogen termination is known to remove dangling-bond states from silicon's gap, but a quantitative threshold for a particular surface needs its full band structure. Equation (3) is a criterion for the two-level model; it carries over to a solid only when the dangling orbital is weakly coupled to the other silicon orbitals. In the chain this means $V_1\ll V_2$: then $V_2\to E_g/2$ and $s\to w_d$, and (8) returns to $\sqrt{P_c}$. With a gap of 1.1 eV this needs $V_1$ well below 0.55 eV, a regime that silicon is not in.

The numerical output below lists the main computed values.

## Computed values

```
INPUTS (round model parameters)
valence edge Ev = 0.00 eV, conduction edge Ec = 1.10 eV
dangling level e_d = 0.40 eV, hydrogen e_h = -2.00 eV
TWO-LEVEL RESULT
product at valence edge    = -0.800 eV^2
product at conduction edge = 2.170 eV^2
minimum hopping t_min      = 1.473 eV
weak: t = 1.000 eV, bonding -2.362 eV, antibonding 0.762 eV
threshold: t = 1.473 eV, bonding -2.700 eV, antibonding 1.100 eV
strong: t = 4.000 eV, bonding -4.976 eV, antibonding 3.376 eV
largest error in 200 random cases = 2.9e-15 eV
DEPENDENCE ON THE HYDROGEN LEVEL
e_h = -4.0 eV: t_min = 1.889 eV
e_h = -2.0 eV: t_min = 1.473 eV
e_h = 0.0 eV: t_min = 0.877 eV
e_h = 1.0 eV: t_min = 0.632 eV
best e_h = 0.70 eV: t_min = 0.529 eV
both orbitals at midgap: t_min = 0.550 eV
Ev=0, Ec=1.1, e_d=-0.5, e_h=-0.6 eV; gap clear at t=0,1,2 eV: [True, False, True]
BANDS OF THE SOLID (chain estimate)
chain hoppings v1 = 1.95 eV, v2 = 2.50 eV
shift of end orbital from midgap = -0.389 eV
gap state without hydrogen = 0.400 eV
its weight on the end orbital = 0.374
threshold, weight correction only = 2.407 eV
threshold, full chain = 2.993 eV
ratio to two-level t_min = 2.03
chain gap states at t = 4.0 eV: 0
OTHER NEGLECTED EFFECTS
overlap 0.4: threshold = 1.033 eV
hot crystal, gap 0.9 eV: threshold = 1.204 eV
e_d lowered by 0.2 eV: threshold = 1.670 eV
e_d raised by 0.2 eV: threshold = 1.245 eV
row of 40, lateral hopping 0.1 eV: threshold = 1.670 eV
```
